# Why a colour centre in indirect-gap silicon can emit without phonons

**Question.** In silicon the lowest conduction states and the highest valence states have different crystal momenta, so an electron at one band edge cannot fall to the other by emitting a photon alone. Some point defects in the same silicon nevertheless show a sharp zero-phonon line, in which the photon leaves and no vibration is created or absorbed. What removes the obstacle?

**Answer.** The obstacle belongs to states that have one definite crystal momentum. An orbital bound to a defect is a packet of many crystal momenta, and light can connect the momenta that the initial and final packets share. No phonon is then needed to supply the difference between the band edges. Whether a visible sharp line results also depends on symmetry, on lattice relaxation and on competing decay without light.

## What light can connect

Let \(\phi_{n\mathbf k}\) be a Bloch state of the perfect crystal, with band index \(n\) and crystal momentum \(\hbar\mathbf k\). For one electron in a local potential, and a light field nearly uniform across the centre, emission is governed by matrix elements of the canonical momentum \(\mathbf p\).

A translation by a lattice vector \(\mathbf R\) multiplies \(\phi_{n\mathbf k}\) by \(e^{i\mathbf k\cdot\mathbf R}\) and leaves \(\mathbf p\) unchanged. Translating both states and the operator cannot alter the matrix element, so

\[
\langle\phi_{n\mathbf k}|\mathbf p|\phi_{m\mathbf k'}\rangle
=e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}
\langle\phi_{n\mathbf k}|\mathbf p|\phi_{m\mathbf k'}\rangle .
\]

This holds for every \(\mathbf R\). The element therefore vanishes unless \(\mathbf k\) and \(\mathbf k'\) are equal up to a reciprocal-lattice vector.

The photon's own momentum does not help. The silicon valley lies roughly 0.85 of the way from the zone centre to the X point, at \(k_0=9.84\ \mathrm{nm^{-1}}\) for a lattice constant of 0.543 nm. A 0.94 eV photon in a medium of refractive index 3.5 has wavenumber \(0.0167\ \mathrm{nm^{-1}}\), about 0.2% of \(k_0\).

A defect does not change this rule for \(\mathbf p\). It changes the energy eigenstates, because its potential breaks translation symmetry. Let \(e\) be the occupied upper orbital and \(h\) the empty lower orbital, that is, the hole. Expand them in Bloch states with amplitudes \(A_m(\mathbf k)\) and \(B_n(\mathbf k)\). Applying the rule to each pair of terms leaves

\[
\langle h|\mathbf p|e\rangle=
\sum_{\mathbf k,n,m}B_n^*(\mathbf k)A_m(\mathbf k)\,
\mathbf p_{nm}(\mathbf k).
\]

Two sharp packets at different momenta give nearly nothing. If at least one packet is broad, they have momenta in common.

## A defect that can be solved

Take a ring of \(N\) cells, each with one valence and one conduction orbital. Let \(\theta\) be the crystal momentum times the cell length divided by \(\hbar\). The bands are

\[
\varepsilon_c=E_g+C(\cos\theta-\cos\theta_0)^2,\qquad
\varepsilon_v=-\frac W2(1-\cos\theta),
\]

with \(\theta_0=0.85\pi\), \(E_g=1.10\) eV and \(W=3.00\) eV. The constant \(C\) places the conduction band at \(\theta=0\) 2.00 eV above its minimum. The valence maximum is at \(\theta=0\), so the gap is indirect.

The defect lowers the conduction orbital on site 0 by \(U_e\). Write the site amplitudes as \(c_j=N^{-1/2}\sum_\theta A(\theta)e^{i\theta j}\). The Schrödinger equation for each \(\theta\) is

\[
\varepsilon_c(\theta)A(\theta)-\frac{U_e c_0}{\sqrt N}=E_eA(\theta)
\quad\Rightarrow\quad
A(\theta)=\frac{U_ec_0}{\sqrt N\,[\varepsilon_c(\theta)-E_e]} .
\]

Summing \(A\) to recover \(c_0\), and dividing by \(c_0\), fixes the bound energy:

\[
\frac1{U_e}=\frac1N\sum_\theta\frac1{\varepsilon_c(\theta)-E_e}.
\]

For the hole orbital, the defect raises the valence orbital by \(U_h\). The same steps give \(B(\theta)\propto1/[E_h-\varepsilon_v(\theta)]\).

Let light act through a dipole \(d\) between the two orbitals of each cell. Since the site sum of \(e^{i(\theta-\theta')j}\) vanishes for \(\theta\neq\theta'\),

\[
\langle h|D|e\rangle=d\sum_j h_j^*c_j
=d\sum_\theta B^*(\theta)A(\theta).
\]

The bound level \(E_e\) lies below the conduction band and \(E_h\) above the valence band. Both denominators are positive, so with a suitable overall phase all amplitudes are positive. In this model the sum cannot vanish.

Binding controls the spread. If \(b_e=E_g-E_e\), the electron amplitude at the valence maximum, relative to that at the valley, is \(b_e/(b_e+2.00\ \mathrm{eV})\). With \(U_h\) held at 0.30 eV:

- For \(U_e=0.05\) eV, \(b_e=0.0111\) eV and the ratio is 0.0055. The strength \(|\langle h|D|e\rangle|^2/d^2\) is \(1.07\times10^{-3}\).
- For \(U_e=0.60\) eV, \(b_e=0.313\) eV and the ratio is 0.135. The strength is \(1.83\times10^{-2}\), 17 times larger. About 71% of the sum comes from momenta closer to the zone centre than half the valley distance.

These sums agree with direct diagonalization of the 400-cell ring to within \(10^{-7}\). A control isolates the role of momentum. In the weaker case, multiplying the hole amplitudes by \((-1)^j\) moves their packet to the zone boundary, near the valley, without changing the probability on any site. The strength rises from \(1.07\times10^{-3}\) to 0.492.

Shared momentum is not sufficient. Let the electron instead be bound by 0.60 eV attractions on sites \(+1\) and \(-1\), and take its odd orbital, for which \(A(-\theta)=-A(\theta)\). Against the even hole with \(U_h=0.90\) eV, \(\sum|A||B|=0.287\), yet contributions from \(\theta\) and \(-\theta\) cancel and the matrix element is zero to within \(10^{-9}d\). Symmetry must allow the transition.

## From orbital size to line strength

For an estimate in three dimensions, use one conduction valley, an interband element \(\mathbf p_{cv}\) independent of \(\mathbf k\), and normalized envelopes

\[
F_e=\frac{e^{-r/a}}{\sqrt{\pi a^3}},\qquad
F_h=\frac{e^{-r/b}}{\sqrt{\pi b^3}}.
\]

The momentum spread about each packet's centre follows from \(|\nabla F_e|=F_e/a\):

\[
\langle q^2\rangle=\int|\nabla F_e|^2d^3r=\frac1{a^2},
\qquad q_{\rm rms}=\frac1a .
\]

A radius of 2 nm gives \(0.5\ \mathrm{nm^{-1}}\), and 0.25 nm gives \(4\ \mathrm{nm^{-1}}\). Even the latter is below \(k_0\), so the tails of the packet matter.

The electron packet is centred at \(\mathbf k_0\), the hole packet at zero. Extending the momentum sum to all \(\mathbf k\) and using Parseval's theorem gives \(\langle h|\mathbf p|e\rangle=\mathbf p_{cv}O\), where

\[
O=\int F_hF_e e^{i\mathbf k_0\cdot\mathbf r}d^3r .
\]

Put \(L=1/a+1/b\). The angular integral of the exponential is \(4\pi\sin(k_0r)/(k_0r)\), hence

\[
O=\frac{4}{(ab)^{3/2}k_0}\int_0^\infty r e^{-Lr}\sin(k_0r)\,dr .
\]

The radial integral is the imaginary part of \(1/(L-ik_0)^2\), namely \(2Lk_0/(L^2+k_0^2)^2\). Therefore

\[
\boxed{O=\frac{8L}{(ab)^{3/2}(L^2+k_0^2)^2}} .
\]

For \(k_0=0\) and \(a=b\), \(O=1\): a direct transition between matched envelopes. Thus \(|O|^2\) is the strength relative to that case, at fixed \(\mathbf p_{cv}\).

Now take a tight electron, \(a=0.25\) nm, and a loose hole, \(b=2\) nm. Then \(L=4.5\ \mathrm{nm^{-1}}\), \((ab)^{-3/2}=2.83\ \mathrm{nm^{-3}}\) and

\[
O=\frac{8(4.5)(2.83)}{(20.25+96.7)^2}=7.4\times10^{-3},
\qquad |O|^2=5.5\times10^{-5}.
\]

Two loose orbitals of 2 nm give \(1.1\times10^{-8}\), and two tight ones of 0.25 nm give \(2.5\times10^{-2}\). One tight orbital therefore raises the strength about 5000-fold in this model, even though its partner remains loose.

Tighter is not better without limit. For \(a\ll b\), \(L\approx1/a\) and

\[
O\approx\frac{8}{b^{3/2}}\frac{a^{3/2}}{(1+k_0^2a^2)^2}.
\]

Setting the derivative of \(\ln O\) with respect to \(a\) to zero gives \(3(1+k_0^2a^2)=8k_0^2a^2\), so \(a=\sqrt{3/5}/k_0\approx0.08\) nm. Below this radius, the loss of spatial overlap with the loose hole outweighs the gain in spread. That radius is too small for a smooth envelope to be trusted, so the optimum shows a competition, not a design value.

## Why the line can remain sharp

The orbital overlap opens the electronic transition at fixed nuclei. The transition also shifts the equilibrium positions of the nuclei. Assume that the electronic element does not depend on nuclear displacement (the Condon approximation) and that the vibrational frequencies do not change.

For mode \(i\), the shift acts as \(\exp[g_i(b_i^\dagger-b_i)]\), where \(b_i\) is the phonon lowering operator. Let \(S_i=g_i^2\) be small. To second order in \(g_i\), the amplitude for keeping \(n\) phonons is

\[
1+\frac{g_i^2}{2}\langle n|(b_i^\dagger-b_i)^2|n\rangle
=1-\frac{S_i}{2}(2n+1).
\]

Its square is \(1-S_i(2n+1)\) to first order in \(S_i\). The thermal mean occupation is \(\bar n=1/(e^{\hbar\omega/k_BT}-1)\), so \(2\bar n+1=\coth(\hbar\omega/2k_BT)\). Multiplying over many modes of nearly equal frequency, with \(S=\sum_iS_i\), gives the zero-phonon fraction

\[
w=\exp\!\left[-S\coth\!\left(\frac{\hbar\omega}{2k_BT}\right)\right].
\]

This counts only events in which every mode keeps its phonon number. Events that absorb a phonon in one mode and emit one in another are left out: a spread of mode frequencies, even a small one, puts them in a broader background around the sharp line. The line strength is then proportional to \(|O|^2w\). For the chosen values \(S=1.5\) and \(\hbar\omega=30\) meV, \(w=0.22\) at 4 K and 0.057 at 300 K. A large \(S\) can hide the line although the electronic transition is allowed. Here \(S\) was chosen independently of orbital size; in a real centre, changing the orbital may change both.

## How far the numbers reach

The tight-loose case shares one feature with the T centre in silicon, which emits near 0.94 eV: its excited state contains a loosely bound hole. The radii, \(S\) and phonon energy are round inputs, not measurements of that centre. The electron radius is the weakest input. It is about one bond length, too short for a smooth envelope, and in one valley a decay length of 0.25 nm means a binding \(\hbar^2/(2ma^2)\) of 0.66 eV with the longitudinal mass (0.92) or 3.2 eV with the transverse mass (0.19). The line energy leaves only about 0.2 eV for the electron. That binding gives decay lengths of 0.46 nm along the valley axis and 1.0 nm across it, and a strength of \(1.5\times10^{-5}\) with the same hole. An isotropic radius of 0.86 nm (mass 0.26) gives \(3.6\times10^{-7}\). The single-valley packet stands in for a localized orbital; it is not a model of the T centre's electron.

The estimate is very sensitive to the envelope shape. Gaussian envelopes with the same rms radii lower the tight-loose strength from \(5.5\times10^{-5}\) to \(1.0\times10^{-7}\), a factor of about 550, mainly because they have much weaker high-momentum tails. Real deep orbitals have atomic-scale structure that neither shape describes. The strengths illustrate the mechanism and do not predict a lifetime.

The variation of \(\mathbf p_{cv}\) with \(\mathbf k\) was not tested. Two other corrections are smaller than the effect of envelope shape in the tight-loose case. Six equivalent valleys adding in phase would raise the strength by at most a factor of six, if their envelopes and interband elements are equal. The second is the extension of the sum to all \(\mathbf k\). Momenta outside a sphere with the volume of the first zone supply 1.5% of \(O\) in the tight-loose case and 11% in the tight-tight case, but these shares understate the error. About 22% of the tight electron's norm lies outside the first zone, and in a one-band description that weight folds back into it. Summing the same envelopes over the points of the face-centred cubic lattice, with the centre on a point or displaced by one eighth or one quarter of the cube diagonal, changes the tight-loose strength by a factor between 0.4 and 7 and the tight-tight strength by a factor between 0.3 and 10. The gain from one tight orbital stays between 4400- and 5400-fold.

Temperature also threatens the excited state itself. For a Coulomb-bound hole, the binding energy equals the mean kinetic energy, \(\hbar^2/(2mb^2)\). With a rough mass of 0.3 electron masses this is 32 meV, against \(k_BT=26\) meV at 300 K and 0.34 meV at 4 K. Thermal release is strongly suppressed at 4 K and a serious competitor at room temperature. It can win well below room temperature, because it need only outpace a slow optical decay; comparing the binding energy with \(k_BT\) does not locate the crossover.

Two processes left out can also weaken the sharp line's share of the decay. Vibrations can modify the electronic element itself and feed the phonon sideband, which matters most when \(|O|^2\) is tiny. The centre can also decay without emitting light. Momentum spread makes zero-phonon emission possible; how much of it is seen also depends on lattice relaxation, thermal release and these competing processes. The numerical output below lists the main computed values.

## Numbers as computed

```
CHAIN MODEL
gap 1.10 eV, conduction height at zone centre 2.00 eV
valence width 3.00 eV, cells 400
defect-free band-edge strength below 1e-16: True
weak-weak: U_e 0.05, U_h 0.30 eV; binding e 0.0111, h 0.0297 eV
  transition energy 1.059 eV, strength/d^2 1.073e-03
  hole packet moved to zone boundary: strength 0.492
strong-weak: U_e 0.60, U_h 0.30 eV; binding e 0.3134, h 0.0297 eV
  transition energy 0.757 eV, strength/d^2 1.831e-02
  share of sum from |k| < k0/2: 0.707
strong-strong: U_e 0.60, U_h 0.90 eV; binding e 0.3134, h 0.2493 eV
  transition energy 0.537 eV, strength/d^2 1.028e-01
odd orbital: sum |A||B| 0.287, but matrix element below 1e-9
SILICON ENVELOPE ESTIMATE
lattice constant 0.543 nm, k0 9.836 1/nm
radius 0.25 nm: rms momentum spread 4.000 1/nm
radius 2.00 nm: rms momentum spread 0.500 1/nm
loose-loose: O 1.047e-04, relative strength 1.096e-08
  same envelopes, direct gap: 1.000e+00
  share of O outside zone-volume sphere: 0.019
tight-loose: O 7.440e-03, relative strength 5.535e-05
  same envelopes, direct gap: 6.166e-02
  share of O outside zone-volume sphere: 0.015
  Gaussian envelopes: strength 1.006e-07
tight-tight: O 1.585e-01, relative strength 2.513e-02
  same envelopes, direct gap: 1.000e+00
  share of O outside zone-volume sphere: 0.110
  Gaussian envelopes: strength 2.367e-03
tight-loose, six valleys in phase (upper bound): 3.321e-04
loose pair, electron radius 1.40 nm: 4.620e-08
PHONONS AND NEGLECTED SCALES
Huang-Rhys factor 1.50, phonon energy 30.0 meV
T 4 K: zero-phonon weight 0.2231, kT 0.34 meV
T 300 K: zero-phonon weight 0.0568, kT 25.85 meV
loose hole: mass 0.30 m_e, Coulomb binding 31.7 meV
photon 0.94 eV, index 3.5: momentum 0.0167 1/nm
photon momentum / k0: 1.70e-03
```
